# Why Local Power Absorption Can Turn Negative in a Warm Skin Layer

## The decision: what to do with a negative heating rate

A calculation of an inductive plasma source needs a power source term for the electrons. Suppose that a kinetic calculation of the current gives a negative time-averaged $\mathbf J\cdot\mathbf E$ a few centimetres below the window. One must decide whether to keep that value, set it to zero, or return to a local Ohm's law that cannot produce it. In the example below, setting the negative values to zero would overstate the absorbed power by 19%. A local cold-plasma law would give about one sixth of the absorption at the same surface field. Both figures belong to a constant, round-number collision rate; with the speed-dependent rate of argon they are nearer 12% and one fifth to one third.

The negative value can be physical. The strong field near the wall gives the electrons at each normal velocity an ordered transverse motion, that is, a nonzero mean. Thermal flight carries this mean motion inward, where it meets a field whose phase has moved on. There the electrons do work on the field. The total stays positive because they can return only part of what they were given. The contributions are now isolated one at a time.

## The model and its local part

A uniform, unmagnetised plasma of density $n$ fills $z>0$. Electrons reflect specularly at $z=0$, and the ions are at rest. The transverse field is $\mathrm{Re}[E(z)e^{-i\omega t}]$ along $y$, weak enough for linear response. The local absorbed power density is

$$P(z)=\tfrac12\mathrm{Re}[J(z)E^*(z)].$$

Write the electron distribution as $f_0+f_1$, with $f_0$ Maxwellian at temperature $T$ (in energy units), and let collisions remove $f_1$ at a constant rate $\nu$. The linear kinetic equation is

$$v_z\frac{\partial f_1}{\partial z}+(\nu-i\omega)f_1=\frac em(\mathbf E+\mathbf v\times\mathbf B)\cdot\frac{\partial f_0}{\partial\mathbf v}.$$

Since $f_0$ is isotropic, $\partial f_0/\partial\mathbf v=-(m\mathbf v/T)f_0$. The magnetic term vanishes because $\mathbf v\times\mathbf B$ is perpendicular to $\mathbf v$. The right side is therefore $-(e/m)E\,(mv_y/T)f_0$, which suggests $f_1=(mv_y/T)f_0\,u(z,v)$ with $v=v_z$. Dividing out the common factor leaves

$$v\,u'+(\nu-i\omega)u=-\frac emE. \tag{1}$$

Because $\langle v_y^2\rangle=T/m$, the quantity $u$ is the mean transverse velocity of the electrons that have normal velocity $v$. It describes a group, not the history of one electron. The magnetic force has dropped out of (1), but it still acts on each electron. Between collisions $mv_y-eA_y$ is conserved, where $A_y$ is the vector potential, so an electron that has left the field has its original $v_y$ again and its net energy gain is in $v_z$. The change in $v_z$ depends on $v_y$. This sorts the electrons, and the group found at a given $v_z$ acquires a nonzero mean $v_y$. With $F(v)$ the normalised one-dimensional Maxwellian,

$$J=-en\int_{-\infty}^{\infty}F\,u\,dv.$$

Thermal transport is the term $v\,u'$. Without it, $u=-(e/m)E/(\nu-i\omega)$, so

$$J=\frac{ne^2}{m}\frac{E}{\nu-i\omega},\qquad P_{\rm loc}=\frac{ne^2}{2m}\frac{\nu}{\nu^2+\omega^2}|E|^2\ge0.$$

Within this model a negative $P$ therefore requires thermal flight.

To weigh the local part, neglect the displacement current and take $\nu\ll\omega$. The cold field is then close to $E_0e^{-\kappa z}$ with $\kappa^2=\mu_0ne^2/m$. Integrating $P_{\rm loc}$ and using $\int_0^\infty e^{-2\kappa z}dz=1/(2\kappa)$ gives

$$W_{\rm loc}=\frac{\kappa\,\nu E_0^2}{4\mu_0(\nu^2+\omega^2)}.$$

The example has $1/\kappa=1.68$ cm, $\omega=8.52\times10^7\ \mathrm{s^{-1}}$, $\nu=3.22\times10^6\ \mathrm{s^{-1}}$ and $E_0=1$ V/cm, so $W_{\rm loc}\approx5.2\ \mathrm{mW/cm^2}$. The warm plasma absorbs $31.6\ \mathrm{mW/cm^2}$ at the same surface field. Most of the absorption thus depends on electron flight.

## The transported part: an energy ledger

Multiply (1) by $\tfrac12nmF\,u^*$, take the real part and integrate over $v$. On the left, $\mathrm{Re}(u^*u')=\tfrac12\,d|u|^2/dz$. On the right,

$$-\tfrac12en\int F\,\mathrm{Re}(u^*E)\,dv=\tfrac12\mathrm{Re}(J^*E)=P.$$

The result is

$$P=\frac{dS}{dz}+Q, \tag{2}$$

$$S=\frac{nm}{4}\int F\,v|u|^2dv,\qquad Q=\frac{nm\nu}{2}\int F|u|^2dv\ge0.$$

Here $S$ is the flux of ordered energy, the kinetic energy of the mean transverse motion, and $Q$ is the rate at which collisions turn it into random energy. Equation (2) gives the condition for negative power:

$$P<0\quad\Longleftrightarrow\quad-\frac{dS}{dz}>Q.$$

The ordered flux must fall faster than collisions alone would make it fall. The excess goes into the field.

The total follows from the end values of $S$. Specular reflection means $u(0,v)=u(0,-v)$. As $F$ is even, the integrand of $S(0)$ is odd and $S(0)=0$. For $\nu>0$ the ordered motion dies out at great depth, so $S(\infty)=0$ and

$$\int_0^\infty P\,dz=\int_0^\infty Q\,dz>0. \tag{3}$$

Transport moves ordered energy from one depth to another and adds nothing to the sum. As $\nu\to0$ the dissipation moves to ever greater depth. At $\nu=0$ the absorbed power leaves as a flux.

The ledger has a limit. $S$ belongs to the linear equation (1) and is not the whole second-order heat flux, which also contains changes in the random motion. A negative $P$ says that electrons do net work on the field at that depth. It does not say that the electron temperature has a minimum there.

## The transit phase, isolated

To see the sign change in closed form, remove two complications. Set $\nu=0$, and prescribe $E=E_0e^{-\kappa z}$ with $E_0$ real, so that the field has one phase everywhere. Follow a pair of electron groups with normal velocities $+v$ and $-v$, where $v>0$, and count the power per electron in each group.

For the group moving toward the wall, (1) reads $-v\,u_-'-i\omega u_-=-(e/m)E$. No ordered motion arrives from infinity, so the solution is proportional to the field:

$$u_-=-\frac{eE_0}{m}\frac{e^{-\kappa z}}{\kappa v-i\omega}.$$

For the group moving away from the wall, a free solution is added:

$$u_+=\frac{eE_0}{m}\frac{e^{-\kappa z}}{\kappa v+i\omega}+C\,e^{i\omega z/v}.$$

Reflection requires $u_+(0)=u_-(0)$, so

$$C=-\frac{eE_0}{m}\left[\frac1{\kappa v-i\omega}+\frac1{\kappa v+i\omega}\right]=-\frac{eE_0}{m}\frac{2\kappa v}{\kappa^2v^2+\omega^2}.$$

The two terms proportional to $e^{-\kappa z}$ add up to

$$\frac{eE_0}{m}\,\frac{-2i\omega}{\kappa^2v^2+\omega^2}\,e^{-\kappa z}.$$

This is a quarter period out of phase with the field and does no average work. The free term does all of it. The power taken up by the pair, $p=\tfrac12\mathrm{Re}[-e(u_++u_-)E^*]$, is

$$p(z)=\frac{e^2E_0^2}{m}\frac{\kappa v}{\kappa^2v^2+\omega^2}\,e^{-\kappa z}\cos\frac{\omega z}{v}. \tag{4}$$

The cosine contains the flight time $z/v$. The free term is ordered velocity carried away from the wall. At the wall it is in phase with the electric force, which does positive work on it. After a quarter period of flight, at $z=\pi v/(2\omega)$, the force has turned against this velocity and the work of the pair becomes negative.

The total uses $\int_0^\infty e^{-\kappa z}\cos(qz)\,dz=\kappa/(\kappa^2+q^2)$ with $q=\omega/v$:

$$\int_0^\infty p\,dz=\frac{e^2E_0^2}{m}\frac{\kappa^2v^3}{(\kappa^2v^2+\omega^2)^2}>0. \tag{5}$$

This equals $\tfrac14mv|C|^2$, the ordered-energy flux that the outgoing group carries away. The total is positive because the incoming group had no ordered energy and the outgoing group leaves with some. What is returned on the way out is part of what had been gained.

At the example's thermal speed $v_{th}=\sqrt{2T/m}$, one radian of field phase corresponds to $v_{th}/\omega=1.56$ cm of flight, and the sign changes at $1.56\times\pi/2=2.45$ cm. The minimum of (4) lies where $\tan(\omega z/v)=-\kappa v/\omega=-1.56/1.68=-0.93$. This gives $\omega z/v=2.39$ and $z=3.7$ cm, where $p$ is $e^{-2.22}\cos2.39=-0.08$ of its surface value.

Two limits show when the effect matters:

- **Fast electrons, $\kappa v\gg\omega$.** The sign change lies at $\kappa z=(\pi/2)\kappa v/\omega\gg1$, where the field has almost gone. The negative part is exponentially small.
- **Slow electrons, $\kappa v\ll\omega$.** The sign changes well inside the skin layer, but the prefactor in (4) shrinks to $\kappa v/\omega^2$. For the same pair, local collisional absorption has the prefactor $\nu/\omega^2$ when $\nu\ll\omega$. It does not shrink with $v$ and finally wins.

A clear negative layer therefore needs $\nu\ll\kappa v_{th}\lesssim\omega$; $\kappa v_{th}$ does not have to be close to $\omega$. In the self-consistent solution of the next section, with $\nu/\omega=0.038$, the minimum relative to the surface value is about $-1\%$, $-9\%$ and $-5\%$ for $\kappa v_{th}/\omega=3$, $0.4$ and $0.2$, and the layer is absent at $0.1$. With $\nu/\omega=0.003$ it reaches about $-23\%$ at $0.1$. The example has $\kappa v_{th}/\omega=0.93$ and $\nu/\omega=0.038$.

## The field's own response

The real field is shaped by the current it drives. Faraday's law gives $B_x=iE'/\omega$, and Ampère's law without displacement current gives $B_x'=\mu_0J$. Together,

$$E''=-i\omega\mu_0J. \tag{6}$$

Specular reflection allows the half-space to be replaced by a full space with $E(-z)=E(z)$. A reflected electron then becomes one that flies straight through $z=0$. The even field has a jump $2E'(0)$ in its slope, so the Fourier transform of $E''$ away from the jump is $-k^2E_k-2E'(0)$. Transforming (1) gives $u_k=-(e/m)E_k/(\nu-i\omega+ikv)$. Hence $J_k=\sigma(k)E_k$ with

$$\sigma(k)=\frac{ne^2}{m}\int\frac{F\,dv}{\nu-i\omega+ikv},\qquad E_k=\frac{-2E'(0)}{k^2-i\omega\mu_0\sigma(k)}.$$

The real part is

$$\mathrm{Re}\,\sigma(k)=\frac{ne^2}{m}\int\frac{\nu F\,dv}{\nu^2+(kv-\omega)^2}>0.$$

The half-space total is half the full-space integral of $P$. By Parseval's theorem and the evenness in $k$,

$$\int_0^\infty P\,dz=\frac1{4\pi}\int_0^\infty\mathrm{Re}\,\sigma(k)\,|E_k|^2dk>0. \tag{7}$$

Every wavenumber absorbs, yet this does not fix the sign at each depth. A two-point analogue shows why. Let $J_1=E_1-0.9E_2$ and $J_2=E_2-0.9E_1$, a response with positive eigenvalues 0.1 and 1.9. For $E_1=1$ and $E_2=0.3$, the products $J_1E_1=0.73$ and $J_2E_2=-0.18$ have opposite signs, while their sum is $0.55$. The current at the weak-field point is dominated by the strong field elsewhere.

The field keeps its own account. The mean electromagnetic energy flux along $z$ is

$$\Pi=-\frac{\mathrm{Re}(EB_x^*)}{2\mu_0}=\frac{\mathrm{Im}(E^*E')}{2\omega\mu_0}.$$

Differentiating, $|E'|^2$ is real and drops out, and (6) gives $\mathrm{Im}(E^*E'')=-\omega\mu_0\mathrm{Re}(JE^*)$. Therefore

$$\frac{d\Pi}{dz}=-P. \tag{8}$$

In a negative layer the electromagnetic flux increases with depth, because the electrons feed it.

## Weighing the parts in an argon source

The example takes rough values for a low-pressure argon source: 13.56 MHz, 1 mTorr, $10^{11}\ \mathrm{cm^{-3}}$, 5 eV and a surface field amplitude of 1 V/cm. The collision rate comes from a round rate coefficient of $10^{-7}\ \mathrm{cm^3/s}$, which is low for argon at 5 eV by a factor of about 1.5 to 2, depending on the speed average used.

The power density is $55.9\ \mathrm{mW/cm^3}$ at the surface and negative from 1.7 to 5.9 cm. The lowest value, $-3.2\ \mathrm{mW/cm^3}$ at 2.55 cm, is $-5.6\%$ of the surface value. The phase of $J$ relative to $E$ is $66^\circ$ at the surface and $112^\circ$ at this depth, past the $90^\circ$ at which the mean work vanishes.

The layer starts closer to the wall than the 2.45 cm of the one-speed estimate. The full solution differs in several ways: it has a spread of speeds, weak collisions, and a field whose amplitude and phase are shaped by the current. Their separate shares were not determined.

Since (1) is linear, the current at the deepest point can be divided according to where the field that drives it lies:

- Field between the wall and half that depth: $-5.1\ \mathrm{mW/cm^3}$.
- Field beyond half that depth: $+1.9\ \mathrm{mW/cm^3}$.

The sum is $-3.2\ \mathrm{mW/cm^3}$. The negative sign comes from current generated near the wall and carried inward. The field beyond half that depth gives a positive sum, too weak to compensate.

The depth account, in $\mathrm{mW/cm^2}$, is

$$37.5-6.1+0.2=31.6,$$

for the region before the layer, the layer itself and everything beyond it. The returned power is 19% of the net total. The depth integral, the wavenumber sum (7) and the surface flux $\Pi(0)$ all give 31.6 or 31.7 when rounded to one decimal.

Across the layer, taken between the grid points at 1.75 and 5.92 cm, the ordered flux $S$ falls from 31.1 to 18.9, a loss of 12.3 before rounding of the end values. Of this, 6.2 goes to collisions and 6.1 to the field. Meanwhile $\Pi$ rises from $-5.8$ to $+0.2$. The negative value at the start of the layer means that electromagnetic energy flows back toward the wall. The region in front absorbs this 5.8 together with the 31.6 supplied through the surface, which accounts for its 37.5 to rounding. Part of the power thus circulates: electrons carry it inward and the field carries it back.

Lowering the temperature 400-fold, with density, frequency and collision rate held fixed, reduces $\kappa v_{th}/\omega$ twentyfold. The same kinetic solution then has $P>0$ throughout the first five skin depths. Warmth alone is therefore not enough: the transported part must exceed the local collisional part.

## What real sources change

At 1 mTorr collisions disturb the flight through the skin layer only a little, and at higher pressure they disturb it more. Tripling the collision rate, with all else fixed, weakens the minimum from $-5.6\%$ to $-3.4\%$ of the surface value. The constant $\nu$ is itself an approximation, since the collision rate in argon depends strongly on electron speed. With a speed-dependent rate from the argon momentum-transfer cross section the layer remains but is weaker: the minimum is about $-4\%$ at 2.7 cm, the returned power about 12% of the total, and the total about $37\ \mathrm{mW/cm^2}$. The Coulomb momentum-loss rate, $3.4\times10^5\ \mathrm{s^{-1}}$, is about 11% of $\nu$, but this understates its effect far from the wall. The carried motion has the phase $\omega z/v$, which varies faster with $v$ as $z$ grows, so many small deflections can smear it out. This hardly changes the power at the minimum, but it removes ordered flux at smaller depth. The values of $S$ and of the collisional loss given here leave it out.

A real chamber also ends. The thermal mean free path is 41 cm, and in the half-space model with constant $\nu$ 6.8% of the absorbed power is still carried as ordered flux at 50 cm. Coulomb deflections would make this share much smaller. With a specularly reflecting metal wall at 12 cm the minimum is $-5.8\%$, at the same depth of 2.55 cm. The minimum is thus insensitive to this wall, which lies well beyond the negative layer, although the place where ordered energy is finally dissipated must change. A wall close to the layer can alter the minimum itself.

Real density profiles are not uniform. Halving the uniform density gives about $-7\%$ at 3.0 cm, which shows the sensitivity to density but does not replace a calculation with a gradient. Coil geometry and non-Maxwellian tails are also left out, and their effect is not estimated here.

The 1 V/cm is a convenient amplitude for linear response, not the field that would sustain this plasma. At that amplitude linearity is acceptable but not perfect. The ratio of rf cyclotron frequency to $\omega$ at the surface is 0.15, and the ratio of quiver speed to thermal speed is 0.16. Reversing the field cannot change the mean power, so the relative corrections begin with the squares of these ratios, roughly 2% apart from unknown numerical factors. They grow with coil current, and the action of the rf electric and magnetic forces on $f_1$, which (1) omits, then needs to be included.

This matters for a self-sustained discharge. With walls 12 cm apart, an ion flux of about $0.4\,n\sqrt{T/M}$ to each wall ($M$ is the ion mass) and at least 50 eV lost per ion, the plasma needs more than $200\ \mathrm{mW/cm^2}$, about seven times the power absorbed at 1 V/cm. Since linear absorption grows as the square of the field, this means roughly 2.7 V/cm. Both ratios are then near 0.4 and their squares near 16%, so the linear percentages given here are only a guide for such a source.

Where linear response holds, a negative $\mathbf J\cdot\mathbf E$ should be kept in the total electron energy balance if the current and field come from the same nonlocal solution and the total agrees with the surface flux. The energy flux in that balance must then include the energy carried by electron flight. A fluid model with only local heat conduction lacks this part. When the mean free path is much longer than the skin depth, as here, its local heating profile should not be trusted even when the total is right. A negative total in a uniform Maxwellian plasma with a specular wall would contradict (3) and point to an error. The numerical output gives the remaining values.

## Numbers as computed

```
frequency 13.56 MHz; argon pressure 1.0 mTorr
gas temperature 300 K; rate coefficient 1.0e-07 cm3/s
electron density 1.0e+11 cm^-3; temperature 5.0 eV
surface field amplitude 1.00 V/cm
angular frequency 8.520e+07 1/s; collision rate 3.219e+06 1/s
collision rate / angular frequency 0.0378
thermal speed sqrt(2T/m) 1.326e+08 cm/s
cold skin depth 1/kappa 1.680 cm
thermal path per radian vth/omega 1.557 cm
mean free path vth/nu 41.2 cm
one-speed sign change pi*vth/(2 omega) 2.45 cm
one-speed minimum / surface power -7.98 %
surface power density 55.9307 mW/cm3
negative layer from 1.75 to 5.92 cm
deepest point at 2.55 cm: -3.15825 mW/cm3
deepest / surface power density -5.65 %
field amplitude at deepest point 0.1926 V/cm
phase of J relative to E: surface 65.9 deg
phase of J relative to E: deepest point 111.6 deg
deepest point, current driven between wall and half depth -5.06629 mW/cm3
deepest point, current driven beyond half depth 1.90791 mW/cm3
total absorbed, depth integral 31.65191 mW/cm2
total absorbed, wavenumber sum 31.64948 mW/cm2
total absorbed, surface flux 31.64949 mW/cm2
absorbed before negative layer 37.49841 mW/cm2
work in negative layer -6.05519 mW/cm2
returned power / total 19.13 %
ordered flux entering layer 31.11719 mW/cm2
ordered flux leaving layer 18.86216 mW/cm2
collisional loss in layer 6.19877 mW/cm2
field flux at layer start -5.84734 mW/cm2
field flux at layer end 0.20870 mW/cm2
ordered flux left at 50.4 cm / total 6.8 %
T cut 400-fold: lowest P / surface P 2.72e-05 (to 5 skin depths)
3x collisions: deepest -3.44 % of surface, at 2.86 cm
half density: deepest -7.25 % of surface, at 2.97 cm
metal wall at 12 cm: deepest -5.77 % of surface, at 2.55 cm
surface rf magnetic field 0.713 G
rf cyclotron / angular frequency 0.147
quiver speed / thermal speed 0.156
Coulomb collision rate 3.43e+05 1/s
displacement term (omega/c)^2/kappa^2 2.3e-05
Debye length 0.0526 mm
numerical errors: current 3.2e-05, Ampere 8.9e-05, ledger 9.7e-05
```
